# Potential shift and fractional 4f occupation from the Hubbard correction: a numerical check

```python
"""Result under test: E_U = (U/2)(n-n^2) for one 4f spin orbital gives the
potential U(1/2-n)|phi><phi| and disfavours fractional occupation n.
U: Hubbard parameter; K: spurious convex curvature of the base functional;
W = U-K; Delta: f level minus ligand level; t: f-ligand hybridisation.
Model energies are in eV. Hydrogen in LSDA tests the origin of K."""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, dft

rng = np.random.default_rng(7)
HARTREE = const.physical_constants["Hartree energy in eV"][0]
KB = const.k / const.e
KJMOL = const.e * const.N_A / 1000


def correction(n, U):
    return 0.5 * U * (n - n**2)


def shift(n, U):
    return U * (0.5 - n)


# --- Orbital derivative of the correction, from its definition ---
def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


orbitals = np.linalg.qr(random_complex(8, 4))[0]
phi = random_complex(8)
phi /= np.linalg.norm(phi)
filling = np.array([1.0, 1.0, 0.6, 0.2])
U_test = 5.0


def occupation(psi):
    return np.sum(filling * np.abs(phi.conj() @ psi)**2)


operator = shift(occupation(orbitals), U_test) * np.outer(phi, phi.conj())
for k in range(4):
    change = np.zeros((8, 4), complex)
    change[:, k] = random_complex(8)
    h = 1e-4
    numeric = (correction(occupation(orbitals + h * change), U_test)
               - correction(occupation(orbitals - h * change), U_test)) / (2*h)
    formula = 2 * filling[k] * np.real(
        change[:, k].conj() @ operator @ orbitals[:, k])
    assert abs(numeric - formula) < 1e-5

# --- For arbitrary base energies, n(1-n) at the minimum never rises with U ---
grid = np.linspace(0, 1, 1001)
moved = 0
for trial in range(200):
    base = sum(rng.normal() * np.cos(m * np.pi * grid + rng.uniform(0, 6))
               for m in range(1, 5))
    fractions = []
    for U in np.linspace(0, 20, 21):
        best = grid[np.argmin(base + correction(grid, U))]
        fractions.append(best * (1 - best))
    assert np.all(np.diff(fractions) < 1e-12)
    moved += fractions[-1] < fractions[0] - 1e-6
assert moved > 0

# --- Orbital with a reservoir: convex, straight and concave energies ---
K_res, D_res = 5.0, 1.0
reservoir = []
for U in (0.0, 5.0, 7.5):
    energy_res = D_res * grid + correction(grid, U - K_res)
    reservoir.append(grid[np.argmin(energy_res)])
assert abs(reservoir[0] - (0.5 - D_res / K_res)) < 1e-3
assert reservoir[1] == 0 and reservoir[2] == 0

# --- Hydrogen 1s spin orbital with fractional filling, LSDA ---
atom = gto.M(atom="H 0 0 0", basis="aug-cc-pvtz", spin=1, verbose=0)


def hydrogen(q):
    mf = dft.UKS(atom)
    mf.xc = "lda,pw"
    mf.conv_tol = 1e-11
    mf.max_cycle = 100

    def fractional_occ(mo_energy=None, mo_coeff=None):
        levels = np.asarray(mf.mo_energy if mo_energy is None else mo_energy)
        occ = np.zeros(levels.shape)
        occ[0, np.argmin(levels[0])] = q
        return occ

    mf.get_occ = fractional_occ
    energy = mf.kernel()
    assert mf.converged
    return energy * HARTREE, np.min(mf.mo_energy[0]) * HARTREE


q_values = np.array([0.25, 0.5, 0.75, 1.0])
h_data = np.array([hydrogen(q) for q in q_values])
E_h, eps_h = h_data.T
bend = E_h - q_values * E_h[-1]
assert np.all(bend[:3] < 0)
U_h = -8 * bend[1]
bend_after = bend + correction(q_values, U_h)
eps_after = eps_h + shift(q_values, U_h)
assert np.max(np.abs(bend_after)) < 0.25 * np.max(np.abs(bend))
assert np.ptp(eps_after) < 0.3 * np.ptp(eps_h)
slope_h = (hydrogen(0.52)[0] - hydrogen(0.48)[0]) / 0.04
assert abs(slope_h - eps_h[1]) < 0.01


# --- One electron shared by the f orbital and one ligand orbital ---
def model_energy(theta, Delta, t, W):
    f, lig = np.sin(theta), np.cos(theta)
    return Delta * f**2 - 2 * t * f * lig + correction(f**2, W)


def variational_n(Delta, t, W):
    angles = np.linspace(0, np.pi / 2, 2001)
    start = angles[np.argmin(model_energy(angles, Delta, t, W))]
    step = angles[1]
    result = minimize_scalar(model_energy, args=(Delta, t, W),
                             bounds=(start - step, start + step),
                             method="bounded", options={"xatol": 1e-11})
    return np.sin(result.x)**2


def diagonalise(n_in, Delta, t, W):
    matrix = np.array([[Delta + shift(n_in, W), -t], [-t, 0.0]])
    levels, vectors = np.linalg.eigh(matrix)
    return vectors[0, 0]**2, levels[1] - levels[0]


def scf(Delta, t, W):
    n = 0.1
    for _ in range(2000):
        n_new, gap = diagonalise(n, Delta, t, W)
        if abs(n_new - n) < 1e-13:
            break
        n += 0.3 * (n_new - n)
    assert abs(n_new - n) < 1e-11
    return n, gap


Delta, t, K = 3.0, 0.6, 5.0
scan = []
for U in (0.0, 2.5, 5.0, 7.5):
    n, gap = scf(Delta, t, U - K)
    assert abs(n - variational_n(Delta, t, U - K)) < 1e-6
    scan.append((U, n, shift(n, U), correction(n, U), gap))
assert np.all(np.diff([row[1] for row in scan]) < 0)
n_ref, gap_ref = scan[2][1], scan[2][4]
n_formula = 0.5 * (1 - Delta / np.sqrt(Delta**2 + 4 * t**2))
assert abs(variational_n(Delta, t, 0.0) - n_formula) < 1e-6

# --- Degenerate levels: threshold, feedback slope and the two minima ---
angles = np.linspace(0, np.pi / 2, 2001)


def count_minima(W):
    e = model_energy(angles, 0.0, t, W)
    return np.sum((e[1:-1] < e[:-2]) & (e[1:-1] < e[2:]))


assert count_minima(3.9 * t) == 1 and count_minima(4.1 * t) == 2
W_deg = 5.0
h = 1e-5
feedback = (diagonalise(0.5 + h, 0.0, t, W_deg)[0]
            - diagonalise(0.5 - h, 0.0, t, W_deg)[0]) / (2 * h)
assert abs(feedback - W_deg / (4 * t)) < 1e-5
root = np.sqrt(1 - 16 * t**2 / W_deg**2)
n_low, n_high = 0.5 * (1 - root), 0.5 * (1 + root)
n_found = variational_n(0.0, t, W_deg)
assert min(abs(n_found - n_low), abs(n_found - n_high)) < 1e-6

# --- Effects left out of the example, each with rough input values ---
zeta, J, overlap, temperature = 0.08, 0.7, 0.05, 450.0
n_so = scf(Delta - 2 * zeta, t, 0.0)[0]
n_exchange = scf(Delta, t, -J)[0]
# The coupling -t is held fixed with the ligand level as energy zero.
H = np.array([[Delta, -t], [-t, 0.0]])
S = np.array([[1.0, overlap], [overlap, 1.0]])
lowest = eigh(H, S)[1][:, 0]
n_overlap = (S[0] @ lowest)**2


def with_partners(number):
    return brentq(lambda n: diagonalise(
        0.5, Delta + number * K * n, t, 0.0)[0] - n, 0.0, 1.0)


n_one, n_thirteen = with_partners(1), with_partners(13)
thermal = np.exp(-gap_ref / (KB * temperature))

print("Correction for U = %.1f eV" % U_test)
for n in (0.0, 0.25, 0.5, 0.75, 1.0):
    print("n=%.2f: E_U=%.4f eV, shift=%+.3f eV"
          % (n, correction(n, U_test), shift(n, U_test)))
print("Peak U/8 = %.2f kJ/mol" % (correction(0.5, U_test) * KJMOL))
print("Random base energies tested: 200; minimum moved in %d" % moved)
print("Reservoir: Delta=%.1f eV, K=%.1f eV" % (D_res, K_res))
print("n at minimum for U=0, 5, 7.5 eV: %.3f, %.3f, %.3f"
      % tuple(reservoir))
print("Hydrogen 1s, LSDA, aug-cc-pVTZ; fitted U = %.3f eV" % U_h)
for i, q in enumerate(q_values):
    print("n=%.2f: E=%.4f eV, deviation from line=%.4f eV, corrected=%.4f eV"
          % (q, E_h[i], bend[i], bend_after[i] + 0.0))
    print("   orbital energy=%.3f eV, corrected=%.3f eV"
          % (eps_h[i], eps_after[i]))
print("Hydrogen dE/dn at n=0.5: %.3f eV" % slope_h)
print("Orbital-energy spread before, after: %.3f, %.3f eV"
      % (np.ptp(eps_h), np.ptp(eps_after)))
print("Ce(thd)4-like model: Delta=%.1f, t=%.1f, K=%.1f eV" % (Delta, t, K))
for row in scan:
    print("U=%.1f eV: n=%.4f, shift=%.3f eV, E_U=%.4f eV, gap=%.3f eV" % row)
print("One-electron exact n of the model: %.4f" % n_formula)
print("Degenerate levels: threshold W=4t = %.2f eV" % (4 * t))
print("At W=%.1f eV: feedback slope=%.3f, minima n=%.4f and %.4f"
      % (W_deg, feedback, n_low, n_high))
print("Neglected effects; reference n = %.4f" % n_ref)
print("Spin-orbit zeta=%.2f eV, level lowered %.2f eV: n=%.4f"
      % (zeta, 2 * zeta, n_so))
print("Exchange J=%.1f eV, U reduced to %.1f eV: n=%.4f"
      % (J, K - J, n_exchange))
print("Orbital overlap %.2f: projected n=%.4f" % (overlap, n_overlap))
print("One equally filled 4f partner: n=%.4f" % n_one)
print("Thirteen equally filled 4f partners: n=%.4f" % n_thirteen)
print("Thermal factor at %.0f K: %.1e" % (temperature, thermal))
print("all tests passed")
```

Running it gives:

```
Correction for U = 5.0 eV
n=0.00: E_U=0.0000 eV, shift=+2.500 eV
n=0.25: E_U=0.4688 eV, shift=+1.250 eV
n=0.50: E_U=0.6250 eV, shift=+0.000 eV
n=0.75: E_U=0.4688 eV, shift=-1.250 eV
n=1.00: E_U=0.0000 eV, shift=-2.500 eV
Peak U/8 = 60.30 kJ/mol
Random base energies tested: 200; minimum moved in 170
Reservoir: Delta=1.0 eV, K=5.0 eV
n at minimum for U=0, 5, 7.5 eV: 0.300, 0.000, 0.000
Hydrogen 1s, LSDA, aug-cc-pVTZ; fitted U = 10.879 eV
n=0.25: E=-4.1748 eV, deviation from line=-0.9193 eV, corrected=0.1006 eV
   orbital energy=-16.120 eV, corrected=-13.400 eV
n=0.50: E=-7.8708 eV, deviation from line=-1.3599 eV, corrected=0.0000 eV
   orbital energy=-13.343 eV, corrected=-13.343 eV
n=0.75: E=-10.8251 eV, deviation from line=-1.0587 eV, corrected=-0.0388 eV
   orbital energy=-10.287 eV, corrected=-13.007 eV
n=1.00: E=-13.0219 eV, deviation from line=0.0000 eV, corrected=0.0000 eV
   orbital energy=-7.317 eV, corrected=-12.757 eV
Hydrogen dE/dn at n=0.5: -13.342 eV
Orbital-energy spread before, after: 8.803, 0.644 eV
Ce(thd)4-like model: Delta=3.0, t=0.6, K=5.0 eV
U=0.0 eV: n=0.1437, shift=0.000 eV, E_U=0.0000 eV, gap=1.710 eV
U=2.5 eV: n=0.0749, shift=1.063 eV, E_U=0.0867 eV, gap=2.279 eV
U=5.0 eV: n=0.0358, shift=2.321 eV, E_U=0.0862 eV, gap=3.231 eV
U=7.5 eV: n=0.0192, shift=3.606 eV, E_U=0.0707 eV, gap=4.370 eV
One-electron exact n of the model: 0.0358
Degenerate levels: threshold W=4t = 2.40 eV
At W=5.0 eV: feedback slope=2.083, minima n=0.0614 and 0.9386
Neglected effects; reference n = 0.0358
Spin-orbit zeta=0.08 eV, level lowered 0.16 eV: n=0.0394
Exchange J=0.7 eV, U reduced to 4.3 eV: n=0.0436
Orbital overlap 0.05: projected n=0.0550
One equally filled 4f partner: n=0.0325
Thirteen equally filled 4f partners: n=0.0190
Thermal factor at 450 K: 6.5e-37
all tests passed
```
